The band-bottom mass of s electrons on the three cubic lattices

An s band with a hopping of 0.7 eV on a face-centred cubic lattice of cube edge 0.5 nm has an effective mass of 0.218 electron masses at its lowest point, which lies 8.4 eV below the energy of a single site. Replace the lattice by a body-centred one, with the same hopping and the same cube edge, and the lowest point rises to 5.6 eV below the site energy. On a simple cubic lattice it rises to 4.2 eV below the site energy. The number of neighbours has fallen from 12 to 8 to 6, yet the mass is still 0.218 electron masses. The depth of the band counts bonds, whereas the mass weighs each bond by the square of its length, and in these three lattices the two changes compensate.

**The band and its minimum**

Place one s orbital on each lattice site and take the orbitals as orthonormal. Measure energy from the on-site energy. Let the Hamiltonian connect nearest neighbours only, with matrix element −t and t > 0. The minus sign is part of the assumption: it makes the in-phase combination of neighbouring orbitals the low one. Each site has z neighbours, at vectors R of length d, and a is the edge of the conventional cube.

A Bloch sum gives the orbital at position r the amplitude exp(ik·r). Acting on it with the Hamiltonian, each neighbour contributes −t exp(ik·R) relative to the amplitude at r. Since every R is accompanied by −R, the imaginary parts cancel:

E(k) = −t Σ_R cos(k·R). (1)

Write x = k_x a/2, y = k_y a/2, z′ = k_z a/2. The simple cubic neighbours are at ±a along each axis, so each axis gives two equal cosines. The body-centred neighbours are at (a/2)(±1, ±1, ±1), and the sum of exponentials over independent signs is a product of three factors such as exp(ix) + exp(−ix) = 2 cos x. The face-centred neighbours have two components ±a/2 and one zero, so each coordinate plane gives a product of two such factors. Therefore

sc: E = −2t (cos 2x + cos 2y + cos 2z′),
bcc: E = −8t cos x cos y cos z′,
fcc: E = −4t (cos x cos y + cos y cos z′ + cos z′ cos x). (2)

No cosine exceeds 1, so (1) gives E ≥ −zt. Equality requires k·R to be a multiple of 2π for every neighbour vector. In each of the three lattices the primitive vectors can be chosen among the neighbour vectors, so k·r is then a multiple of 2π for every lattice vector r. Such a k is a reciprocal-lattice vector, equivalent to k = 0. The minimum is therefore at the zone centre Γ, with energy −zt.

**The mass**

For small k, use cos u = 1 − u²/2 + u⁴/24 − … in (1):

E(k) = −zt + (t/2) Σ_R (k·R)² − (t/24) Σ_R (k·R)⁴ + … (3)

The quadratic term contains the sums Σ R_i R_j. Reflection of one axis maps the set of neighbours onto itself and reverses the sign of R_x R_y, so the off-diagonal sums vanish. Exchange of axes also preserves the set, so the three diagonal sums are equal. Together they add up to Σ R² = zd². Hence

Σ_R R_i R_j = (zd²/3) δ_ij, (4)

E(k) = −zt + (ztd²/6) k² + O(k⁴). (5)

The mass is defined by matching the quadratic term to ħ²k²/(2m):

ħ²/(2m) = ztd²/6, so m = 3ħ²/(ztd²). (6)

The three lattices now differ only through zd²:

sc: d = a, zd² = 6 × a² = 6a²,
bcc: d = √3 a/2, zd² = 8 × 3a²/4 = 6a²,
fcc: d = a/√2, zd² = 12 × a²/2 = 6a². (7)

Putting (7) into (5) and (6) gives, for all three,

E(k) = −zt + ta²k² + O(k⁴), m = ħ²/(2ta²). (8)

Numerical second derivatives of the neighbour sums give 2.00000 ta² for each lattice, as (8) requires.

Motion along x shows how the compensation works. By (3), a bond contributes to the curvature along x in proportion to R_x². The simple cubic lattice has two bonds with R_x = ±a, giving 2a². Each of the other two lattices has eight bonds with R_x = ±a/2, giving 8 × a²/4 = 2a². The remaining four bonds of the face-centred lattice are perpendicular to x. They lower the energy at Γ but do nothing to the mass along x.

**What must be held fixed**

Equation (8) compares lattices at equal t and equal a. If the neighbour distance d is held fixed instead, along with t, (6) gives masses in the ratio 1/6 : 1/8 : 1/12. At d = 0.354 nm and t = 0.7 eV they are 0.435, 0.327 and 0.218 electron masses for sc, bcc and fcc. This is the more natural comparison when t is set by the distance between two atoms, and in it more neighbours do mean a lighter electron.

Equation (6) also suggests why an s band can tolerate the loss of crystalline order. Consider a network in which each site has z neighbours at distance d, in directions that are random on average, and in which t does not depend on bond direction. In the state with amplitudes exp(ik·r), the mean of (k·R)² over directions is k²d²/3, so the expectation value of the energy again has the quadratic term ztd²k²/6. This is an expectation value in a trial state and not an eigenvalue. Where the bond vectors at a site do not add to zero, the correction is itself of order k² and makes the mass heavier. It can be large in an open network whose bonds at each site point mostly to one side, so (6) is a guide for dense, evenly surrounded sites and not a general rule.

**The sign of the hopping**

Suppose the matrix element is +t. For sc and bcc there is a wavevector Q for which Q·R is an odd multiple of π for every neighbour: Q = (π/a)(1, 1, 1) for sc and Q = (2π/a)(1, 0, 0) for bcc. Then cos[(Q + q)·R] = −cos(q·R), and the band around Q is the old band around Γ. The minimum has moved to the zone boundary and its mass is unchanged.

The face-centred lattice has no such Q. It contains triangles of mutual neighbours, whose three bond vectors add to zero, while three odd multiples of π cannot. Its energy is now 4t(uv + vw + wu), with u = cos x, v = cos y and w = cos z′ each between −1 and 1. This expression is linear in each variable separately, so its minimum over the cube of allowed values is found at a corner. The corners give a bracket of 3 or −1, and the minimum energy is −4t. Along the line k = (2π/a, q, 0) we have u = −1 and w = 1, so the bracket is −v + v − 1 = −1 for every q. The minimum is a flat line, the inverse mass along it is zero, and (8) does not apply. A statement about the magnitude of the hopping alone would therefore be false for fcc.

**Second neighbours and overlap**

Add a matrix element −t₂ between second neighbours, with t₂ > 0. The minimum stays at Γ, because every cosine is largest there. The curvature gains a term of the same form as in (5). In bcc and fcc there are six second neighbours at distance a, so their sum of squared lengths is 6a², equal to that of the first shell. In sc there are twelve at √2 a, giving 24a². Thus t in the mass is replaced by

t + t₂ (bcc, fcc), t + 4t₂ (sc). (9)

For t₂ = 0.1t the mass is multiplied by 1/1.1 = 0.909 in bcc and fcc and by 1/1.4 = 0.714 in sc. The equality of the three masses belongs to the nearest-neighbour model.

Overlap breaks it too. Let neighbouring orbitals have a small overlap s > 0, and define γ(k) = Σ_R cos(k·R). The Bloch sum then has energy −tγ and norm 1 + sγ per site, so

E = −tγ/(1 + sγ), dE/dγ = −t/(1 + sγ)². (10)

Here t must be defined with the on-site energy at zero, because a shift of the energy origin by c changes the neighbour matrix element by cs. Provided 1 + sγ stays positive, E falls as γ rises, and the minimum remains at Γ. By (4) and (7), γ = z − a²k² near Γ, so E rises by ta²k²/(1 + zs)² and

m = (1 + zs)² ħ²/(2ta²). (11)

For s = 0.02 the factors are 1.25, 1.35 and 1.54 for sc, bcc and fcc. Even a small overlap matters when twelve neighbours add their contributions.

**A degenerate indium oxide film**

Indium oxide suits the model because its indium sublattice is close to face-centred cubic and its conduction band has strong indium s character. Take the rough typical values a = 0.5 nm, an electron density n = 10²⁰ cm⁻³ = 0.1 nm⁻³, a scattering time τ = 5 fs and a temperature of 300 K. Take t = 0.7 eV as an effective hopping that includes the path through oxygen. With ħ²/(2m_e) = 0.0381 eV nm², (8) gives

m/m_e = 0.0381/(0.7 × 0.5²) = 0.218, (12)

or 1.98 × 10⁻³¹ kg. Filling a sphere of wavevectors with two spins per state gives

k_F = (3π²n)^(1/3) = 1.436 nm⁻¹,
E_F = ħ²k_F²/(2m) = (0.0381/0.2177) × 1.436² = 0.361 eV. (13)

The Drude mobility eτ/m is 40 cm²/Vs, and the mean free path ℓ = ħk_Fτ/m is 3.8 nm. The product k_Fℓ = 5.5 is above 1, so a wavevector still has meaning at the Fermi energy, though not by a wide margin: the lifetime broadening ħ/τ is 0.13 eV, about a third of E_F. With m and τ held fixed, k_Fℓ varies as n^(2/3) and would fall to 1 near 8 × 10¹⁸ cm⁻³. That figure is only indicative, because E_F there is just 2.5 times the thermal energy at 300 K and the gas is no longer strongly degenerate. Near and below that density this description of transport should not be used. At 10²⁰ cm⁻³ temperature has little effect on the filling of the band, since E_F is 14 times the thermal energy and the chemical potential lies 0.4 percent below E_F. Any change of τ with temperature is outside this estimate.

**Corrections at the Fermi energy**

The electrons that carry current are not at k = 0, so the quartic term in (3) enters. For fcc, the average of (k·R)⁴ over directions of k is k⁴d⁴/5. With twelve neighbours and d⁴ = a⁴/4, the sum is 3a⁴k⁴/5, and the direction-averaged band is

E = −12t + ta²k² [1 − (ka)²/40]. (14)

With a constant scattering time, a field shifts the whole distribution in k. The resulting drift velocity is governed by the average of ∂²E/∂k_x² over occupied states, which defines a conduction mass m_c. By cubic symmetry this average is one third of that of ∇²E. The Laplacians of k² and k⁴ are 6 and 20k², and k² averages to 3k_F²/5 over the Fermi sphere. The direction-dependent part of the quartic term averages to zero over the sphere, and the distortion of the sphere enters only at higher order. Therefore

ħ²/m_c = (ta²/3) [6 − (20a²/40)(3k_F²/5)] = 2ta² [1 − (k_F a)²/20],
m_c/m ≈ 1 + (k_F a)²/20. (15)

With k_F a = 0.718 this is 1.026. Integration over the full cosine band at 300 K gives 1.027.

The anisotropy is smaller still. Define the mass at k_F by ħ²k/(dE/dk). From (2), its ratio to m is u/sin u, with u = ka/2 along [100] and u = ka/√3 along [111]. The values are 1.022 and 1.029, a difference of 0.7 percent.

Mixing with the oxygen valence band can do more. Let two bands, flat by themselves and separated by a gap G, be coupled by Pk. The upper energy λ obeys λ(λ + G) = P²k². At small k this gives λ = P²k²/G, which must equal ε = ħ²k²/(2m), so P²k² = Gε. Solving the quadratic equation,

λ = (G/2)[√(1 + 4ε/G) − 1], dλ/dε = 1/√(1 + 4ε/G). (16)

The mass ħ²k/(dλ/dk) is thus m√(1 + 4ε/G). For G = 3 eV and ε = 0.361 eV it is 1.22m. In indium oxide the topmost valence states couple only weakly to the bottom of the conduction band, and the strongly coupled ones lie roughly 0.8 eV deeper; G = 3.75 eV gives 1.18m. This estimate assigns all of the band curvature to the mixing and takes the valence band as flat by itself. A share of direct hopping would lower the factor, and a valence band that curves downward would raise it.

The electron also polarizes the lattice. Measure energy in units of the optical phonon energy ħω and length in units of r = √(ħ/(2mω)). In second order, an electron of wavevector k emits and reabsorbs a phonon of wavevector q at angle θ to k. The intermediate state costs 1 + (k − q)² − k² = 1 + q² − 2kqc, with c = cos θ. For the polar coupling, whose square varies as 1/q², the factor q² in the volume element cancels, and the energy shift is

ΔE = −(α/π) ∫₀^∞ dq ∫₋₁¹ dc 1/(1 + q² − 2kqc). (17)

Here α = e²(1/ε_∞ − 1/ε_s)/(8πε₀rħω), with ε_∞ and ε_s the high-frequency and static dielectric constants. Expand the integrand to order k². The term linear in c integrates to zero, and the rest gives 2/(1 + q²) + (8/3)k²q²/(1 + q²)³. The two integrals over q are ∫dq/(1 + q²) = π/2 and ∫q²dq/(1 + q²)³ = π/16, so

ΔE = −α(1 + k²/6), k² + ΔE = −α + k²(1 − α/6). (18)

The mass is multiplied by 1/(1 − α/6). For the rough values ħω = 0.05 eV, ε_∞ = 4 and ε_s = 9, α is 1.07 and the factor is 1.22. This is a leading-order estimate for a single slow electron in an empty band at zero temperature. At 300 K the phonon occupation is N = 0.17. The emission term is then multiplied by 1 + N, absorption adds no real shift in this order, and the factor becomes 1/[1 − α(1 + N)/6] = 1.26. The expansion needs k² well below 1, whereas at the Fermi energy k² = E_F/(ħω) is about 7. There the denominator in (17) can vanish, and filled states block some of the intermediate states. The factor therefore shows the size of the effect at the band bottom and is not the correction to the mass at the Fermi energy. Screening by the other electrons has also been left out. The agreement of this factor with the one from (16) is accidental: the two rest on unrelated inputs.

Disorder was sized in a periodic fcc cell of 500 sites, with random hoppings of 20 percent rms spread and random site energies of 0.5 eV rms. Over eight samples, the mass of the lowest state rose by 2.7 percent on average relative to the ordered lattice, with a spread of 0.9 percent between samples. Eight samples fix only the first digit: eighty samples give 2.9 percent with a spread of 1.3 percent. The cell edge is 2.5 nm, shorter than the mean free path assumed above, and the result depends on it. In second order the rise in mass grows in proportion to the cell edge, because a larger cell admits states of longer wavelength, which lie closer in energy to the lowest one. Second order gives 2.6 percent for this cell and 5.2 percent for one of twice the edge. The rise of about 3 percent therefore belongs to the lowest state of this cell. It is neither the value for a large film nor the change of the mass at the Fermi energy. The calculation keeps twelve neighbours per site, and it cannot describe localized states in the band tail of a large film.

**The model beside real films**

Indium oxide has a conduction mass of roughly 0.2 to 0.3 electron masses, and degenerate amorphous films based on it reach mobilities of some tens of cm²/Vs. The values in the example lie in that range because t and τ were chosen to put them there; they are not predictions. A real amorphous film has no cube edge and no fixed coordination, so periodicity is the first assumption to fail. The disorder estimate tests only part of this failure: random hoppings and site energies, with twelve neighbours kept, move the mass of the lowest state by about 3 percent in a cell of 500 sites, and by more in a larger cell. The band-mixing estimate at the Fermi energy and the polaron estimate for an empty band each move it by about 20 percent. With τ held fixed, a 22 percent heavier mass would lower the mobility from 40 to 33 cm²/Vs. These factors should not simply be multiplied together, since a hopping fitted to a measured mass already contains part of them. The remaining values are listed in the numerical output.

Computed values

```
LATTICES (energies in t, lengths in a)
sc: z = 6, d = 1.0000 a, bottom = -6.000 t, top = 6.000 t
sc: curvature d2E/dkx2 = 2.00000 t a^2
sc: mass factor with t2 = 0.1 t: 0.7143
sc: mass factor with overlap 0.02: 1.255
bcc: z = 8, d = 0.8660 a, bottom = -8.000 t, top = 8.000 t
bcc: curvature d2E/dkx2 = 2.00000 t a^2
bcc: mass factor with t2 = 0.1 t: 0.9091
bcc: mass factor with overlap 0.02: 1.346
fcc: z = 12, d = 0.7071 a, bottom = -12.000 t, top = 4.000 t
fcc: curvature d2E/dkx2 = 2.00000 t a^2
fcc: mass factor with t2 = 0.1 t: 0.9091
fcc: mass factor with overlap 0.02: 1.538
fcc, opposite sign: bottom = -4.000 t, flat lines
EXAMPLE INPUTS (rough typical values)
cube edge a = 0.5 nm, hopping t = 0.7 eV
electron density = 1.0e+20 cm^-3
temperature = 300 K, scattering time = 5.0 fs
gap = 3.0 eV, phonon energy = 0.05 eV
dielectric constants: high 4.0, static 9.0
EXAMPLE RESULTS
hbar^2/(2 m_e) = 0.038100 eV nm^2
band-bottom mass = 0.2177 m_e = 1.983e-31 kg
fcc neighbour distance = 0.3536 nm
sc mass at that same distance = 0.4354 m_e
bcc mass at that same distance = 0.3266 m_e
fcc mass at that same distance = 0.2177 m_e
Fermi wavevector = 1.4360 nm^-1, kF a = 0.7180
Fermi energy above band bottom = 0.3608 eV
Drude mobility = 40.4 cm2/Vs
mean free path = 3.82 nm, kF times path = 5.48
NEGLECTED EFFECTS (mass factors relative to band-bottom mass)
cosine band, conduction average: 1.0271
cosine band at kF: [100] 1.0218, [111] 1.0292
two-band mixing at kF (upper estimate): 1.217
polaron coupling constant = 1.069
polaron, unscreened (upper estimate): 1.217
disorder inputs: hopping rms 20 percent, site rms 0.5 eV
disorder cell: 500 sites, 8 samples
disorder: mean 1.0268, sample spread 0.0090
thermal energy = 0.02585 eV, Fermi/thermal = 13.96
chemical potential / Fermi energy = 0.9957
lifetime broadening hbar/tau = 0.1316 eV
```
